# Mean-field and Tyablikov Curie temperatures: two averages of the same spectrum

Once the exchange couplings of a ferromagnet have been computed, one must decide how to turn them into a Curie temperature. The sum of the couplings gives a mean-field value at once. A sum over the Brillouin zone gives the Tyablikov, or random-phase, value. For a stable ferromagnet with one magnetic atom per cell the second is lower, and the difference can be hundreds of kelvin. Both use the same function of wave vector: mean field takes its arithmetic average, the Tyablikov approximation its harmonic average.

Let classical unit vectors $\mathbf e_i$ sit on a Bravais lattice, with energy

$$H=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j-b\sum_i e_i^z ,\qquad J_{ij}=J_{ji},\quad J_{ii}=0 .$$

The couplings have finite range and $b\ge 0$ is a small field, in energy units, that selects the direction of order. The double sum counts each pair twice. Define

$$J(\mathbf q)=\sum_jJ_{0j}\cos(\mathbf q\cdot\mathbf R_j),\qquad J_0=J(\mathbf 0),\qquad D(\mathbf q)=J_0-J(\mathbf q),$$

and write $\langle\cdot\rangle_q$ for the average over the Brillouin zone and $\langle\cdot\rangle$ for the thermal average. A spiral with $\mathbf e_i=(\cos\mathbf q\cdot\mathbf R_i,\sin\mathbf q\cdot\mathbf R_i,0)$ has energy $-J(\mathbf q)$ per site at $b=0$, so $D(\mathbf q)$ is its energy above the ferromagnet. I assume $D(\mathbf q)>0$ except at $\mathbf q=0$ and its equivalents: no spiral may match the ferromagnet.

Mean field comes first. Site $i$ appears in the double sum once as first and once as second index, so the part of $H$ containing $\mathbf e_i$ is

$$-\mathbf h_i\cdot\mathbf e_i,\qquad \mathbf h_i=2\sum_jJ_{ij}\mathbf e_j+b\,\hat{\mathbf z}.$$

The factor 2 can be checked by turning one spin through an angle $\vartheta$ in an ordered crystal at $b=0$, which costs $2J_0(1-\cos\vartheta)$. Mean-field theory replaces $\mathbf h_i$ by its average $(2J_0m+b)\hat{\mathbf z}$, where $m=\langle e_i^z\rangle$. The area element of the sphere is $d\varphi\,dz$ with $z=e^z$, so with $x=(2J_0m+b)/kT$

$$m=\frac{\int_{-1}^1z\,e^{xz}dz}{\int_{-1}^1e^{xz}dz}=\frac{d}{dx}\ln\frac{2\sinh x}{x}=\coth x-\frac1x\equiv L(x).$$

To find when a solution $m>0$ exists at $b=0$, we need the behaviour of $L(x)/x$. Let $\langle\cdot\rangle_x$ be the average with weight $e^{xz}$. Integrating $\frac{d}{dz}[(1-z^2)e^{xz}]$ from $-1$ to 1 gives zero, hence $x\langle1-z^2\rangle_x=2\langle z\rangle_x$, or

$$\frac{L(x)}{x}=\tfrac12\left(1-\langle z^2\rangle_x\right).$$

Since $z^2$ is even, its average may be taken over $0<z<1$ with weight $\cosh xz$. Its derivative with respect to $x$ is then the covariance of $z^2$ and $z\tanh xz$. Both increase with $z$, so the covariance is positive. Thus $L(x)/x$ falls steadily from $1/3$ at $x=0$, where $\langle z^2\rangle_x=1/3$, to zero at large $x$.

At $b=0$ we have $m=xkT/(2J_0)$, and the condition $m=L(x)$ becomes $L(x)/x=kT/(2J_0)$. It has one positive solution if $kT/(2J_0)<1/3$ and none otherwise. Therefore

$$\boxed{kT_{\rm MF}=\tfrac23J_0}$$

If each pair is counted once, with couplings $J'_{ij}=2J_{ij}$, the same temperature reads $J'_0/3k$.

Mean field ignores the fact that a spin's neighbours respond to it. To include this response we use the equation of motion of the spins. Their natural canonical variables are $\varphi_i$ and $z_i$, with bracket

$$\{A,B\}=\sum_i\left(\frac{\partial A}{\partial\varphi_i}\frac{\partial B}{\partial z_i}-\frac{\partial A}{\partial z_i}\frac{\partial B}{\partial\varphi_i}\right).$$

On one site, $e^x=\sqrt{1-z^2}\cos\varphi$ and $e^y=\sqrt{1-z^2}\sin\varphi$ give

$$\{e^x,e^y\}=z\sin^2\varphi+z\cos^2\varphi=z .$$

The length of the angular momentum has been set to one; this fixes the unit of time and does not enter equilibrium averages. With $e^\pm=e^x\pm ie^y=\sqrt{1-z^2}\,e^{\pm i\varphi}$,

$$\{e^+,z\}=\frac{\partial e^+}{\partial\varphi}=ie^+,\qquad \{e^+,e^-\}=-2i\{e^x,e^y\}=-2iz .$$

For any smooth function $f(z)$, the product rule and $e^+e^-=1-z^2$ then give

$$\{e^+,f e^-\}=ie^+f'e^--2izf=i\frac{d}{dz}\left[(1-z^2)f\right].$$

For the bracket with $H$, write $\mathbf h_i\cdot\mathbf e_i=h_i^ze_i^z+\frac12(h_i^+e_i^-+h_i^-e_i^+)$. As $J_{ii}=0$, $\mathbf h_i$ does not contain $\mathbf e_i$, and

$$\{e_i^+,H\}=-\left[ih_i^ze_i^++\tfrac12h_i^+(-2ie_i^z)\right]=-i\left(h_i^ze_i^+-e_i^zh_i^+\right).$$

Brackets are linked to thermal averages by an integration. On the site where $A=e_i^+$ acts,

$$\{A,C\}=\frac{\partial}{\partial z_i}\!\left(C\frac{\partial A}{\partial\varphi_i}\right)-\frac{\partial}{\partial\varphi_i}\!\left(C\frac{\partial A}{\partial z_i}\right),$$

because the mixed second derivatives of $A$ cancel. The last term integrates to zero by periodicity. The first leaves values at $z_i=\pm1$, where $\partial A/\partial\varphi_i=ie_i^+$ vanishes. So the integral of $\{A,C\}$ is zero. Choosing $C=Be^{-\beta H}$, with $\beta=1/kT$, and using $\{A,e^{-\beta H}\}=-\beta\{A,H\}e^{-\beta H}$, we obtain

$$\langle\{A,B\}\rangle=\beta\langle B\{A,H\}\rangle .$$

No approximation has been made in this identity. Take $B=f(z_l)e_l^-$ and abbreviate $g(z)=(1-z^2)f(z)$. Brackets between different sites vanish, so

$$i\delta_{il}\langle g'(z_l)\rangle=-i\beta\left\langle f(z_l)e_l^-\left(h_i^ze_i^+-e_i^zh_i^+\right)\right\rangle .$$

The Tyablikov decoupling now replaces each longitudinal component coming from the equation of motion by its mean: $h_i^z\to2J_0m+b$ and $e_i^z\to m$. The transverse components, $e_i^+$ and $h_i^+=2\sum_jJ_{ij}e_j^+$, are kept. This neglects the correlation of longitudinal fluctuations with everything else, even on the site $i=l$, and it is the sole approximation in the derivation. The result is linear:

$$\sum_j\Lambda_{ij}\langle e_j^+f(z_l)e_l^-\rangle=-kT\,\delta_{il}\langle g'\rangle,\qquad \Lambda_{ij}=(b+2mJ_0)\delta_{ij}-2mJ_{ij}.$$

Plane waves diagonalize $\Lambda$, with eigenvalues $b+2m[J_0-J(\mathbf q)]=b+2mD(\mathbf q)$. A diagonal element of its inverse is the average of the inverse eigenvalues,

$$Q=\left\langle\frac1{b+2mD(\mathbf q)}\right\rangle_q .$$

Setting $j=l$ in the solution, where $e_l^+f(z_l)e_l^-=g(z_l)$, gives

$$\langle g\rangle=-kTQ\,\langle g'\rangle .$$

This relation fixes the distribution $p(z)$ of $e^z$ on one site. Since $g(\pm1)=0$, integration by parts turns the right side into $kTQ\int p'g\,dz$. Then $\int(p-kTQ\,p')(1-z^2)f\,dz=0$ for every $f$, which requires $p=kTQ\,p'$. Hence

$$p(z)\propto\exp\left(\frac{z}{kTQ}\right),\qquad m=L\!\left(\frac1{kTQ}\right).$$

The site behaves as if it stood in an effective field $1/Q$. When all $D(\mathbf q)$ are replaced by $J_0$, this field becomes $b+2mJ_0$, the mean-field one.

Let the crystal become infinite first and then let $b\to0$. The first limit removes the separate contribution of $\mathbf q=0$, which is $1/(Nb)$ for $N$ sites. If $m$ stays positive, $Q\to\langle1/D\rangle_q/(2m)$, and

$$m=L\!\left(\frac{2m}{kT\langle1/D\rangle_q}\right).$$

This is the mean-field equation with $J_0$ replaced by $1/\langle1/D\rangle_q$, the harmonic average of $D$. The earlier argument about $L(x)/x$ applies unchanged and gives

$$\boxed{kT_{\rm RPA}=\frac23\,\frac1{\langle1/D(\mathbf q)\rangle_q}}$$

In these classical approximations both magnetization curves obey $m=L(3mT_{\rm C}/T)$, each with its own $T_{\rm C}$. Near $T_{\rm C}$, the expansion $L(x)\approx x/3-x^3/45$ gives $m^2\approx\frac53(1-T/T_{\rm C})$ to leading order. The zone average thus changes the temperature scale but not the shape of the curve.

The same temperature is reached from the paramagnetic side. There $m=\chi b$ for small $b$, so $Q=b^{-1}\langle1/(1+2\chi D)\rangle_q$. With $L(x)\approx x/3$ the closure becomes $3kTQm=1$, or

$$\frac1{3kT}=\left\langle\frac{\chi}{1+2\chi D(\mathbf q)}\right\rangle_q .$$

The right side grows with $\chi$ from zero towards $\frac12\langle1/D\rangle_q$. A finite susceptibility therefore exists for $T>T_{\rm RPA}$, and it diverges as $T$ falls to $T_{\rm RPA}$. At high temperature $\chi$ is small and the right side is $\chi-2\chi^2\langle D\rangle_q+\dots$ Since $\langle D\rangle_q=J_0$, as shown next, inversion gives

$$\chi=\frac1{3kT}\left(1+\frac{2J_0}{3kT}+\dots\right)=\frac1{3kT}\left(1+\frac{T_{\rm MF}}T+\dots\right).$$

The mean-field result $\chi=1/[3k(T-T_{\rm MF})]$ has the same first two terms. The arithmetic average thus sets the first correction to Curie's law, while the harmonic average sets the temperature at which $\chi$ diverges. There each wave vector enters the zone average with weight $1/(2D)$, so a soft mode with small $D$ counts for more than a stiff one. In three dimensions the soft modes fill little of the zone and need not supply most of $\langle1/D\rangle_q$; in the example below they supply most of its excess over $1/J_0$.

To compare the two temperatures, note that the zone average of $\cos(\mathbf q\cdot\mathbf R)$ vanishes for every nonzero lattice vector $\mathbf R$. As there is no coupling of a site to itself,

$$\langle J(\mathbf q)\rangle_q=J_{00}=0,\qquad\langle D(\mathbf q)\rangle_q=J_0,\qquad\langle J(\mathbf q)^2\rangle_q=\sum_jJ_{0j}^2 .$$

The second relation also shows that stability implies $J_0>0$. Now expand a quantity that cannot be negative:

$$\frac{(D-J_0)^2}{J_0^2D}=\frac D{J_0^2}-\frac2{J_0}+\frac1D .$$

On averaging, the first two terms on the right give $1/J_0-2/J_0=-1/J_0$. With $D-J_0=-J(\mathbf q)$ this becomes

$$\left\langle\frac1D\right\rangle_q-\frac1{J_0}=\frac1{J_0^2}\left\langle\frac{J(\mathbf q)^2}{D(\mathbf q)}\right\rangle_q>0 .$$

The inequality is strict: equality would need $J(\mathbf q)=0$ throughout the zone, hence $\sum_jJ_{0j}^2=0$ and no coupling at all. Therefore $T_{\rm RPA}<T_{\rm MF}$. If $D_{\max}$ is the largest value of $D$, replacing $D$ by it on the right gives a lower bound on the ratio,

$$\frac{T_{\rm MF}}{T_{\rm RPA}}=J_0\left\langle\frac1D\right\rangle_q\ge1+\frac{\sum_jJ_{0j}^2}{J_0D_{\max}} .$$

The proof also covers a divergent $\langle1/D\rangle_q$, for which $T_{\rm RPA}=0$. At small $q$, $D\approx\frac12\sum_jJ_{0j}(\mathbf q\cdot\mathbf R_j)^2$. If this quadratic form is positive in every direction, the three-dimensional average converges, since the volume element $q^2dq$ cancels the $1/q^2$. On a square lattice of unit spacing with nearest-neighbour coupling $J$, however, $D\approx Jq^2$, and the small-$q$ part is

$$\frac1{4\pi^2}\int\frac{2\pi q\,dq}{Jq^2}=\frac1{2\pi J}\int\frac{dq}q .$$

Each halving of the smallest wave vector adds $\ln2/(2\pi J)=0.1103/J$; direct mesh sums grow by $0.1103/J$ per doubling of the mesh. A finite mesh that leaves out $\mathbf q=0$ would thus report a nonzero Curie temperature that sinks slowly as the mesh is refined.

The stability condition cannot be weakened to $J_0>0$. Take a body-centred cubic lattice with $J_1=10$ meV to 8 first neighbours and $J_2=-12$ meV to 6 second neighbours. Then $J_0=80-72=8$ meV, and the mean-field formula returns a positive temperature. With $\boldsymbol\theta=\mathbf qa/2$, where $a$ is the cubic lattice constant,

$$J(\mathbf q)=8J_1\cos\theta_x\cos\theta_y\cos\theta_z+2J_2(\cos2\theta_x+\cos2\theta_y+\cos2\theta_z).$$

At $\boldsymbol\theta=(\pi/2,\pi/2,\pi/2)$ this equals $-6J_2=72$ meV, so $D=8-72=-64$ meV. A spiral lies 64 meV per site below the ferromagnet, and neither formula describes a transition out of the ground state.

For a stable example keep $J_1=10$ meV and choose $J_2=5$ meV. These are round model parameters, not those of a particular metal. No coupling is negative, so $D=\sum_jJ_{0j}(1-\cos\mathbf q\cdot\mathbf R_j)$ vanishes only where every cosine is 1, at reciprocal lattice vectors. The coupling sum is

$$J_0=8(10)+6(5)=110\ \text{meV},\qquad kT_{\rm MF}=\tfrac23(110)=73.33\ \text{meV}.$$

Division by $k=0.0861733$ meV/K gives $T_{\rm MF}=851$ K. The zone average is $\langle1/D\rangle_q=0.012082$ meV$^{-1}$, whose inverse is 82.77 meV. Thus

$$kT_{\rm RPA}=\tfrac23(82.77)=55.18\ \text{meV},\qquad T_{\rm RPA}=640\ \text{K}.$$

The Tyablikov value is 24.8% below the mean-field one, relative to the latter. The gap identity can be read from the numbers: $0.012082-0.009091=0.002991$ meV$^{-1}$, which agrees with the separately evaluated average of $J(\mathbf q)^2/(J_0^2D)$.

For the bound, set $t^3=|\cos\theta_x\cos\theta_y\cos\theta_z|$. The inequality of arithmetic and geometric means gives $\sum\cos^2\theta\ge3t^2$, so in meV $J(\mathbf q)\ge-80t^3+60t^2-30$. For $0\le t\le1$ this cubic first rises and then falls, so its minimum is at an end: $-30$ at $t=0$ or $-50$ at $t=1$. The value $-50$ is attained at $\boldsymbol\theta=(\pi,0,0)$, so $D_{\max}=110+50=160$ meV. With $\sum_jJ_{0j}^2=8(100)+6(25)=950$ meV$^2$, the ratio must be at least $1+950/(110\times160)=1.054$. The actual ratio is 1.329. The bound is loose because it gives the soft modes the weight of the stiffest one.

At 400 K, mean field gives $m=0.806$ and the Tyablikov approximation 0.708. The reduced temperatures are $400/851=0.47$ and $400/640=0.62$, two points on one curve. At half of the respective Curie temperature both give 0.789.

With nearest neighbours alone, $T_{\rm MF}/T_{\rm RPA}$ is 1.516 for the simple cubic, 1.393 for the body-centred and 1.345 for the face-centred lattice, with 6, 8 and 12 neighbours. The coupling strength cancels from these ratios.

In numerical work the zone average needs care near $\mathbf q=0$. On a uniform mesh with $N$ points per direction, the cell nearest the origin has volume of order $N^{-3}$ and an integrand of order $N^2$, so the error falls only as $1/N$. Extrapolating two midpoint meshes to remove this term reproduces the average quoted above, which came from a quadrature adapted to the singularity.

The difference between the two temperatures is not in itself an error bar: the inequality orders them without saying where the true transition of the model lies. Nor does either approximation repair couplings that change with temperature, moments that change length, or quantum effects, all of which the classical fixed-length model leaves out. The numerical output below gives the values to more digits, including the cases near the transition.

## Values computed for the example and the checks

```
Boltzmann constant: 0.0861733 meV/K
J1 (8 neighbours): 10.0 meV
J2 (6 neighbours): 5.0 meV
J0: 110.0 meV
Arithmetic zone average of D: 110.0000 meV
Zone average of 1/D: 0.01208192 1/meV
1/J0: 0.00909091 1/meV
Gap term <J(q)^2/D>/J0^2: 0.00299101 1/meV
Harmonic zone average of D: 82.7683 meV
k T_MF: 73.3333 meV
k T_RPA: 55.1789 meV
T_MF: 851.00 K
T_RPA: 640.32 K
T_MF/T_RPA: 1.329011 (dimensionless)
T_RPA/T_MF: 0.752439 (dimensionless)
Sum of squared couplings: 950.0 meV^2
D at theta=(pi,0,0): 160.0 meV
D at theta=(pi/2,pi/2,pi/2): 140.0 meV
Lower bound on T_MF/T_RPA: 1.053977 (dimensionless)
Midpoint-mesh check of <1/D>: 0.01208192 1/meV
Temperature for comparison of m: 400 K
m, mean field: 0.80558 (dimensionless)
m, Tyablikov: 0.70820 (dimensionless)
m at T/Tc=0.5, mean field: 0.78889 (dimensionless)
m at T/Tc=0.5, Tyablikov: 0.78889 (dimensionless)
m at 0.97 Tc, field 1e-6 meV: 0.22169 (dimensionless)
m at 1.03 Tc, field 1e-6 meV: 8.05e-07 (dimensionless)
T_MF/T_RPA, simple cubic, nearest neighbours: 1.516386
T_MF/T_RPA, body-centred cubic, nearest neighbours: 1.393204
T_MF/T_RPA, face-centred cubic, nearest neighbours: 1.344661
Random stable coupling sets tested: 16 (count)
Of these with a negative coupling: 5 (count)
Square lattice, growth of J<1/D> per doubling: 0.11032
Unstable case, J2: -12.0 meV
Unstable case, J0: 8.0 meV
Unstable case, D at (pi/2,pi/2,pi/2): -64.0 meV
```
